\section*{Stretching the Oxygen-Oxygen Bond of Hydrogen Peroxide in Hartree-Fock Theory}

\section{The problem}

Hydrogen peroxide, the oxidizer in many metal-polishing slurries, is pulled apart along its O--O bond into two hydroxyl radicals. Compute the energy curve with restricted Hartree--Fock (RHF), in which each spatial orbital holds two electrons, and with unrestricted Hartree--Fock (UHF), in which the two spins may have different orbitals. At what O--O distance $R_c$ do the curves separate, and what error does each method make at the two-hydroxyl limit?

The OH groups are rigid: the O--H length is $0.097$ nm, the O--O--H angle $102^\circ$ and the dihedral angle $115^\circ$. Nuclei are clamped, relativity is neglected, orbitals are real and the basis is cc-pVDZ unless stated otherwise. Repulsion integrals are
\begin{equation}
(pq|rs)=\iint p(\mathbf r_1)q(\mathbf r_1)\frac{e^2}{4\pi\varepsilon_0 r_{12}}r(\mathbf r_2)s(\mathbf r_2)\,d^3r_1d^3r_2 .
\end{equation}
Curve energies are measured from twice the UHF energy of a free OH radical with the same O--H length.

\section{A tempting solution}

Solve RHF at each distance and use its orbitals to start UHF. The two spin densities are then equal, so the two Fock operators are equal, and so are the orbitals they produce. The iteration returns the RHF energy at every distance. One concludes that the curves never separate. At $R=0.40$ nm, almost three times the equilibrium bond length, the bond is surely broken. The energy there is $8.63$ eV, so both methods would have a limiting error of $8.63$ eV.

\section{Where it fails}

There are two faults. The iteration has found a stationary point of the UHF energy, without showing that it is a minimum. And $0.40$ nm is not yet the limit for RHF. The first fault is cured by the second variation of the energy, the second by the long-range form of the RHF energy.

\subsection{The second variation}

Let $P^\alpha,P^\beta$ be the density matrices of the two spins. Define
\begin{equation}
(A|B)=\sum_{pqrs}A_{pq}B_{rs}(pq|rs),\qquad
[A|B]=\sum_{pqrs}A_{pq}B_{rs}(pr|qs).
\end{equation}
With one-electron operator $h$, nuclear repulsion $V$ and $P=P^\alpha+P^\beta$, the determinant energy is
\begin{equation}
E=V+\mathrm{tr}(hP)+\tfrac12(P|P)-\tfrac12\sum_{s=\alpha,\beta}[P^s|P^s].
\end{equation}

Let $i,j$ label occupied and $a,b$ empty RHF orbitals. Rotate the spin-up orbitals by $+t\kappa$ and the spin-down orbitals by $-t\kappa$, with $\sum_{ia}\kappa_{ia}^2=1$. Orthonormality to second order requires
\begin{equation}
|i'\rangle=|i\rangle\pm t\sum_a\kappa_{ia}|a\rangle-\frac{t^2}{2}\sum_j(\kappa\kappa^T)_{ij}|j\rangle .
\end{equation}
Summing $|i'\rangle\langle i'|$ gives $P^{\alpha,\beta}=P_0\pm tP_1+t^2P_2$, where
\begin{align}
P_1&=\sum_{ia}\kappa_{ia}(|i\rangle\langle a|+|a\rangle\langle i|),\\
P_2&=\sum_{ab}(\kappa^T\kappa)_{ab}|a\rangle\langle b|-\sum_{ij}(\kappa\kappa^T)_{ij}|i\rangle\langle j| .
\end{align}

The total density is $2P_0+2t^2P_2$, so the one-electron and Coulomb terms have no part linear in $t$. The linear exchange terms of the two spins cancel. More generally, rotating one spin alone changes the energy to first order by $2t\sum_{ia}\kappa_{ia}F_{ia}$, which vanishes because the RHF Fock matrix has $F_{ia}=0$. This is why the tempting iteration stays where it starts.

At second order the three contributions are
\begin{align}
\text{one-electron:}\quad&2t^2\,\mathrm{tr}(hP_2),\\
\text{Coulomb:}\quad&4t^2(P_0|P_2),\\
\text{exchange:}\quad&-2t^2[P_0|P_2]-t^2[P_1|P_1].
\end{align}
All terms containing $P_2$ combine into $2t^2\mathrm{tr}(FP_2)$. For canonical orbitals with energies $\varepsilon$,
\begin{equation}
\mathrm{tr}(FP_2)=\sum_{ia}\kappa_{ia}^2(\varepsilon_a-\varepsilon_i).
\end{equation}
Each factor $P_1$ has an $ia$ and an $ai$ element, so four products arise; they are equal in pairs:
\begin{equation}
[P_1|P_1]=2\sum_{iajb}\kappa_{ia}\kappa_{jb}\{(ij|ab)+(ib|ja)\}.
\end{equation}
Therefore
\begin{align}
E(t)&=E_{\rm RHF}+2t^2\kappa^TM\kappa+O(t^4),\\
M_{ia,jb}&=(\varepsilon_a-\varepsilon_i)\delta_{ij}\delta_{ab}-(ij|ab)-(ib|ja).
\end{align}
Odd powers are absent because changing the sign of $t$ only exchanges the two spins.

Let $\lambda$ be the lowest eigenvalue of $M$. If $\lambda<0$, a spin-dependent rotation lowers the energy. If $\lambda>0$, RHF is a local minimum against such rotations; this alone does not exclude a distant, lower UHF solution.

\section{The separation distance}

At the RHF minimum, $R=0.1394$ nm, $\lambda=3.39$ eV. At $0.20$ nm the curvature obtained from energies of rotated determinants is $-8.20$ eV, and it agrees with the matrix eigenvalue to within one per cent. The zero lies at
\begin{equation}
R_c=0.1509\ \text{nm}.
\end{equation}

To see how the solutions part, write the energy along the softest rotation, with the other orbitals adjusted, as
\begin{equation}
E=E_{\rm RHF}+2\lambda t^2+gt^4,\qquad g>0 .
\end{equation}
Setting the derivative with respect to $t^2$ to zero gives, for $\lambda<0$,
\begin{equation}
t^2=-\frac{\lambda}{g},\qquad E_{\rm RHF}-E_{\rm UHF}=\frac{\lambda^2}{g}.
\end{equation}

The spin follows from the same rotation. For $n$ electrons of each spin, $\langle S^2\rangle$ is the squared norm of $S_+\Phi$. The operator $S_+$ turns one down spin up, and the part of its orbital already occupied by up spins drops out. Hence
\begin{equation}
\langle S^2\rangle=n-\mathrm{tr}(P^\alpha P^\beta).
\end{equation}
Since $\mathrm{tr}(P_0P_2)=-1$ and $\mathrm{tr}(P_1^2)=2$, the trace is $n-2t^2-2t^2$, and $\langle S^2\rangle=4t^2$ to leading order.

Near $R_c$, $\lambda$ is proportional to $-(R-R_c)$. The spin should therefore grow linearly and the energy gap quadratically. Doubling the offset from $0.001$ to $0.002$ nm multiplies them by $1.94$ and $3.89$, near the leading-order values 2 and 4. Extrapolating the UHF spin back to zero gives $0.1508$ nm, a second determination of $R_c$. On the other side, at $R_c-0.003$ nm, UHF started from spin-rotated orbitals with $t=0.2$ returned to the RHF energy within $10^{-7}$ hartree.

Selected points are:
\begin{center}
\begin{tabular}{cccc}
$R$ (nm)&RHF (eV)&UHF (eV)&$\langle S^2\rangle$\\
0.14&0.05&0.05&0.00\\
0.16&0.66&0.43&0.38\\
0.20&2.96&0.09&0.91\\
0.25&5.43&$-0.05$&1.00\\
0.40&8.63&$-0.02$&1.01\\
1.00&9.88&$-0.00$&1.01\\
5.00&10.46&$-0.00$&1.01
\end{tabular}
\end{center}
Below $R_c$ the UHF entry is the RHF solution. Above it, UHF was followed outwards from the unstable rotation.

\subsection{What drives the separation}

A two-orbital model shows the competition. Let $a$ and $b$ now be the open oxygen orbitals of the two OH groups, with negligible overlap, and freeze all other orbitals. Put
\begin{equation}
J=(aa|aa)=(bb|bb),\quad J_{ab}=(aa|bb),\quad U=J-J_{ab},
\end{equation}
and let $-w$, with $w>0$, be the one-electron coupling between $a$ and $b$. Coulomb integrals containing the product $ab$ are neglected. With $\sigma=(a+b)/\sqrt2$ and $\sigma^*=(a-b)/\sqrt2$, take
\begin{equation}
\phi_{\alpha,\beta}=\sigma\cos\theta\pm\sigma^*\sin\theta .
\end{equation}
For $s=\sin2\theta$, the up electron is on $a$ with weight $(1+s)/2$ and on $b$ with weight $(1-s)/2$; the down electron has these weights exchanged. Their repulsion is
\begin{equation}
\tfrac12(1-s^2)J+\tfrac12(1+s^2)J_{ab}.
\end{equation}
Each electron gains $-w\cos2\theta$ from the coupling. Apart from a constant,
\begin{equation}
E(\theta)=-2w\cos2\theta+\tfrac12(J+J_{ab})-\tfrac12U\sin^22\theta .
\label{model}
\end{equation}
Its expansion begins with $2\theta^2(2w-U)$, so the model has $\lambda=2w-U$. Delocalization wins for $2w>U$; for $2w<U$ the electrons lower their energy by moving to opposite fragments. At the crossing the quartic coefficient is
\begin{equation}
-\tfrac43w+\tfrac83U=4w>0,
\end{equation}
so the model separates continuously, as found in the full calculation. The value of $R_c$ comes from the full matrix $M$, not from this model.

\section{The RHF limit}

At large distance $w\to0$, while RHF still requires $\theta=0$. Its two electrons have the spatial function
\begin{equation}
\sigma(1)\sigma(2)=\tfrac12[a(1)a(2)+b(1)b(2)+a(1)b(2)+b(1)a(2)].
\end{equation}
The first two terms put both electrons on one fragment, with probability $1/4$ each. The electron number of an OH group therefore has variance $1/2$; the calculation at 5 nm gives $0.500$. For UHF it gives zero.

Two proper radicals correspond to $\theta=45^\circ$, where the repulsion is $J_{ab}$. With frozen orbitals, Eq.~(\ref{model}) gives the RHF excess
\begin{equation}
\tfrac12(J+J_{ab})-J_{ab}=\tfrac12J-\tfrac12J_{ab}.
\end{equation}
The other energy terms do not contribute: the total density is the same in both states, and the exchange of the open electrons with the closed shells depends on the same fragment weights.

For the open orbital of restricted open-shell (ROHF) OH, $J=21.84$ eV. The frozen-orbital limit is therefore $J/2=10.92$ eV above two ROHF radicals. RHF may still adjust its orbitals, which can only lower this value.

The adjusted limit can be found from one OH group. In the RHF pair each fragment carries half an up electron and half a down electron in its open orbital. Optimizing OH with this occupation gives $-2046.267$ eV, compared with $-2051.467$ eV for ROHF and $-2051.571$ eV for UHF. Hence
\begin{align}
2(-2046.267+2051.467)&=10.40\ \text{eV above two ROHF radicals},\\
2(-2046.267+2051.571)&=10.61\ \text{eV above two UHF radicals}.
\end{align}
Orbital adjustment removes $0.52$ eV of the frozen estimate. The two references differ by $0.21$ eV because UHF also lets the closed shells of each radical polarize in spin.

\subsection{Why 0.40 nm was too short}

The term $-J_{ab}/2$ tends to $-e^2/(8\pi\varepsilon_0R)$. To first order, a weak addition to a variational energy can be evaluated with the unperturbed orbitals, so the same leading term holds after orbital adjustment:
\begin{equation}
E_{\rm RHF}(R)\simeq E_{\rm RHF}(\infty)-\frac{e^2}{8\pi\varepsilon_0R}.
\end{equation}
Its origin is the ionic half of the wavefunction: whenever one fragment is positive, the other is negative, and they attract. At 5 nm the formula gives $0.144$ eV, equal to the computed distance from the limit at this precision. At 2 nm the two values are also equal, at $0.360$ eV.

At $0.40$ nm the formula gives $0.360\times2/0.40=1.80$ eV. The actual shortfall is $10.61-8.63=1.98$ eV, so most of the second fault is this Coulomb tail. To come within $0.01$ eV of the limit by distance alone would need about $0.144\times5/0.01=72$ nm. The single-fragment calculation avoids this.

\section{The UHF limit}

In UHF one open electron has spin up on one OH and the other has spin down on the other OH. At infinite separation neither spin density matrix has a block connecting the fragments. Exchange then splits into two fragment energies, and the Coulomb interaction of two neutral groups vanishes. Thus
\begin{equation}
E_{\rm UHF}(\infty)=2E_{\rm UHF}({\rm OH}).
\end{equation}
At 5 nm the computed difference is $-5\times10^{-6}$ eV. Relative to two UHF radicals, the error of separation is zero for UHF and $10.61$ eV for RHF.

The UHF state is not a pure singlet. For independent fragments with spin projections $+1/2$ and $-1/2$,
\begin{equation}
\langle S^2\rangle=2\langle S^2\rangle_{\rm OH}+2\left(\tfrac12\right)\left(-\tfrac12\right)
=2(0.7546)-0.5=1.009,
\end{equation}
as computed at 5 nm. Pure doublets would give 1, an equal mixture of singlet and triplet. At infinite separation these two states of the pair have the same energy, so the mixture itself costs nothing there. At intermediate distances they differ, and the UHF curve is not that of a pure singlet.

\section{A correct limit is not a correct bond energy}

The zero just found compares UHF with itself. A bond energy also needs the bonded end of the curve. Starting from the RHF minimum, where RHF is stable, the rise to the two-hydroxyl limit is
\begin{center}
\begin{tabular}{lcc}
method&rise (eV)&minus CCSD(T) (eV)\\
RHF&10.56&$+8.57$\\
UHF&$-0.05$&$-2.03$\\
CCSD(T)&1.98&0
\end{tabular}
\end{center}
The frozen-core CCSD(T) reference uses the same basis and geometries. It is a computed reference, limited by its basis, by the excitations it omits and by the use of the RHF minimum geometry, where the O--O bond is too short.

In the cc-pVDZ basis, UHF places the bonded minimum $0.05$ eV above the separated radicals, so there this minimum is not bound relative to them. The margin is small and depends on the basis: at the same geometry it is $0.10$ eV in aug-cc-pVDZ and $0.01$ eV in cc-pVTZ. At $0.16$ nm the cc-pVDZ UHF curve stands at $0.43$ eV, so the minimum is still local, behind a hump. The shallow dip to $-0.05$ eV at $0.25$ nm lies beyond that hump, where $\langle S^2\rangle$ is already $1.00$; it is not the bonded minimum. Because the UHF limit has no separation error, its $-2.03$ eV measures how much more correlation energy CCSD(T) finds in the molecule than in two radicals. RHF has the same deficit at the bonded end, but its separation error has the opposite sign:
\begin{equation}
10.61-2.03=8.58\ \text{eV},
\end{equation}
which agrees with the tabulated $8.57$ eV within rounding. Against CCSD(T), the UHF error is about four times smaller than the RHF error, but it is as large as the bond energy itself.

\section{The model and a real slurry}

The fixed angles and O--H length are close to those of the free molecule. The measured O--O length is about $0.146$ nm, longer than the Hartree--Fock minimum but still below $R_c$. With the fixed angles used here, RHF is therefore stable at that length, but a stretch of about $0.005$ nm reaches the instability. Going to cc-pVTZ leaves $R_c$ at $0.1509$ nm by a linear estimate from $\lambda$ at two distances, and changes the RHF separation error from $10.61$ to $10.52$ eV. Diffuse functions matter more for this error, because the ionic half of the RHF state contains OH$^-$: it is $10.30$ eV in aug-cc-pVDZ and $10.37$ eV in aug-cc-pVTZ, so the value $10.61$ eV is uncertain by about $0.3$ eV through the basis. In aug-cc-pVDZ $R_c$ moves only to about $0.1511$ nm. The MP2 bond energy rises from $2.26$ to $2.53$ eV, so the basis matters more for the correlated bond energy than for $R_c$. Relaxing both free O--H bonds lowers the limit by only $0.01$ eV; relaxing the two O--H bonds of the peroxide at its RHF minimum, with the O--O distance and angles fixed, lowers the molecule by about $0.03$ eV.

The assumption a slurry breaks most plainly is the absence of water. Treating each species as a dipole in a spherical cavity, with permittivity 78, a peroxide radius of $0.20$ nm and half that cavity volume for each OH, lowers the bond energy by about $0.4$ eV. This number depends strongly on the chosen cavities: giving each OH the same radius as the peroxide reduces it to about $0.1$ eV. The model also omits higher multipoles and specific hydrogen bonds, so it does not establish the size of the shift in a real solution. Zero-point and thermal energies are also left out. At a metal surface peroxide can react by electron transfer, a different path from the homolytic cleavage treated here, so none of these energies predicts a polishing rate. The full set of curve points is in the numerical output.

\section*{Computed results}
\begin{verbatim}
O-H length 0.097 nm; OOH angle 102 deg; dihedral 115 deg
RHF minimum distance: 0.1394 nm
RHF-UHF separation distance: 0.15090 nm
separation from UHF spin extrapolation: 0.15084 nm
lowest triplet eigenvalue at RHF minimum: 3.3915 eV
triplet curvature at 0.2 nm, energy difference: -8.19898 eV
ratio of S2 at offsets 0.002 and 0.001 nm: 1.9400
ratio of energy gaps at these offsets: 3.8901
Curve energies relative to two UHF OH radicals:
R=0.12 nm RHF=1.2183 eV UHF=1.2183 eV S2=0.0000
R=0.13 nm RHF=0.2732 eV UHF=0.2732 eV S2=0.0000
R=0.14 nm RHF=0.0524 eV UHF=0.0524 eV S2=0.0000
R=0.15 nm RHF=0.2423 eV UHF=0.2423 eV S2=0.0000
R=0.16 nm RHF=0.6595 eV UHF=0.4250 eV S2=0.3847
R=0.18 nm RHF=1.7799 eV UHF=0.2819 eV S2=0.7686
R=0.20 nm RHF=2.9642 eV UHF=0.0912 eV S2=0.9067
R=0.25 nm RHF=5.4311 eV UHF=-0.0548 eV S2=0.9951
R=0.30 nm RHF=7.0598 eV UHF=-0.0488 eV S2=1.0075
R=0.40 nm RHF=8.6258 eV UHF=-0.0153 eV S2=1.0092
R=0.60 nm RHF=9.3892 eV UHF=-0.0039 eV S2=1.0092
R=1.00 nm RHF=9.8835 eV UHF=-0.0008 eV S2=1.0092
R=2.00 nm RHF=10.2466 eV UHF=-0.0001 eV S2=1.0092
R=5.00 nm RHF=10.4629 eV UHF=-0.0000 eV S2=1.0092
OH energy, UHF: -2051.5709 eV
OH energy, ROHF: -2051.4665 eV
OH energy, half-spin RHF: -2046.2674 eV
open-orbital repulsion (aa|aa): 21.8385 eV
frozen-orbital RHF pair error: 10.9193 eV
relaxed RHF limit minus 2 ROHF OH: 10.3981 eV
relaxed RHF limit minus 2 UHF OH: 10.6069 eV
UHF at 5 nm minus 2 UHF OH: -0.000005 eV
RHF tail at 2 nm: 0.36034 eV; formula 0.35999 eV
RHF tail at 5 nm: 0.14400 eV; formula 0.14400 eV
fragment number variance at 5 nm: RHF 0.50000, UHF -0.00000
free OH UHF S2: 0.75460; pair S2 at 5 nm: 1.00921
rise from minimum to limit, RHF: 10.5552 eV
rise from minimum to limit, UHF: -0.0517 eV
rise from minimum to limit, CCSD(T): 1.9810 eV
RHF rise error against CCSD(T): 8.5743 eV
UHF rise error against CCSD(T): -2.0326 eV
cc-pVTZ separation, linear estimate: 0.15090 nm
cc-pVTZ RHF limit minus 2 UHF OH: 10.5154 eV
MP2 bond energy: cc-pVDZ 2.2557 eV, cc-pVTZ 2.5346 eV
relaxation of two free OH bonds: 0.00802 eV
water model: permittivity 78, H2O2 cavity radius 0.20 nm
rough water shift of bond energy: -0.3565 eV
\end{verbatim}
